# Zero-point displacement of sulphur in the A1' mode of monolayer MoS2

## Problem

A monolayer of MoS$_2$ is a plane of molybdenum atoms between two planes of sulphur atoms. Each unit cell holds one Mo atom and two S atoms, one directly above the other, at equal distances from the Mo plane. The layer has a vibration of symmetry A$_1'$ with wavenumber $\tilde\nu = 403\ \mathrm{cm^{-1}}$. The label A$_1'$ means that the displacement pattern is unchanged by every symmetry operation of the layer.

(a) Find how the three atoms of a cell move in this vibration at the zone centre, where all cells move alike.

(b) Treat the vibration of one cell as a harmonic oscillator. Show that in its ground state each sulphur atom has a root-mean-square displacement of about 0.026 Å.

(c) A crystal has $N$ cells. Explain what the answer to (b) means there, and find the displacement due to the single zone-centre phonon.

Conventions: $z$ is normal to the layer, $m$ is the mass of one S atom, $M$ that of the Mo atom, and $\omega = 2\pi c\tilde\nu$. Displacements are measured from equilibrium.

## Hints

1. Apply two operations to the pattern: reflection in the Mo plane, and rotation by 120° about an axis through a Mo atom.
2. One number $u$ should be enough to describe the motion. Write the kinetic energy of the whole cell in terms of $\dot u$ and read off the mass that belongs to $u$.
3. Try a Gaussian as the ground-state wave function and let the Schrödinger equation fix its width.
4. For (c), ask how much mass moves when all $N$ cells breathe together. Then count how many vibrations of this kind the crystal has.

## Solution

### (a) The pattern

At the zone centre all upper S atoms share one displacement vector $\mathbf d$. The 120° rotation carries the upper S plane into itself and turns $\mathbf d$ into $R\mathbf d$. An unchanged pattern needs $R\mathbf d = \mathbf d$, and the vectors that a 120° rotation about $z$ leaves alone are those along $z$. The same argument holds for the lower S atoms and for Mo, so there is no in-plane motion.

Reflection in the Mo plane leaves each Mo atom in place but reverses its $z$ displacement. Invariance gives $z_{\rm Mo} = -z_{\rm Mo}$, hence $z_{\rm Mo}=0$. The reflection also exchanges the two S atoms and reverses their displacements, so $z_{\rm bottom} = -z_{\rm top}$. The pattern is therefore

$$z_{\rm top} = u,\qquad z_{\rm bottom} = -u,\qquad z_{\rm Mo}=0 .$$

The sulphur planes breathe against each other while molybdenum rests. One free number remains, so symmetry alone fixes the mode, whatever the forces are.

A spring model with all nine coordinates of the cell illustrates this. It has six Mo–S bond springs and one S–S spring, with stiffnesses set to give 403 cm$^{-1}$ for this mode and a rough 470 cm$^{-1}$ for the mode of Variation 2. Diagonalization gives a squared weight of 0.5000 on each S atom and a Mo component that is zero within rounding error.

### (b) The zero-point displacement

**The mass that belongs to $u$.** Both S atoms move with speed $|\dot u|$ and Mo does not move, so

$$T = \tfrac12 m\dot u^2 + \tfrac12 m(-\dot u)^2 = \tfrac12 (2m)\dot u^2 .$$

The coordinate $u$ has the effective mass $\mu = 2m$. For a harmonic oscillator of frequency $\omega$ the potential energy is then

$$V = \tfrac12\mu\omega^2u^2 = \tfrac12(2m\omega^2)u^2 .$$

**The ground state.** The Schrödinger equation is

$$-\frac{\hbar^2}{2\mu}\psi'' + \tfrac12\mu\omega^2u^2\psi = E\psi .$$

Take $\psi = C\,e^{-u^2/4\sigma^2}$. Then $|\psi|^2 \propto e^{-u^2/2\sigma^2}$ is a normal distribution with zero mean and variance $\sigma^2$, so $\langle u^2\rangle = \sigma^2$. Differentiating twice,

$$\psi' = -\frac{u}{2\sigma^2}\psi,\qquad
\psi'' = -\frac{1}{2\sigma^2}\psi - \frac{u}{2\sigma^2}\psi' = \left(\frac{u^2}{4\sigma^4}-\frac{1}{2\sigma^2}\right)\psi .$$

Inserting this and dividing by $\psi$ gives

$$-\frac{\hbar^2u^2}{8\mu\sigma^4} + \frac{\hbar^2}{4\mu\sigma^2} + \tfrac12\mu\omega^2u^2 = E .$$

This must hold for every $u$, so the terms in $u^2$ cancel:

$$\frac{\hbar^2}{8\mu\sigma^4} = \frac{\mu\omega^2}{2}
\;\Rightarrow\; \sigma^4 = \frac{\hbar^2}{4\mu^2\omega^2}
\;\Rightarrow\; \sigma^2 = \frac{\hbar}{2\mu\omega} .$$

The constant terms give $E = \hbar^2/(4\mu\sigma^2) = \hbar\omega/2$. The function has no node, which in one dimension identifies it as the ground state. With $\mu = 2m$,

$$\boxed{\;\langle u^2\rangle = \frac{\hbar}{4m\omega},\qquad u_{\rm rms} = \sqrt{\frac{\hbar}{4m\omega}}\;}$$

Since the atoms are displaced by $+u$ and $-u$, this is the rms displacement of each of them.

**A second route.** The change in the S–S distance is $s = 2u$. Putting $\dot u = \dot s/2$ into the kinetic energy gives $T = \tfrac12(2m)\dot s^2/4 = \tfrac12(m/2)\dot s^2$, so the mass for $s$ is the reduced mass $m/2$. The general result then reads $\langle s^2\rangle = \hbar/[2(m/2)\omega] = \hbar/(m\omega)$. This equals $4\langle u^2\rangle$, as $s=2u$ requires. Each mass goes with its own coordinate.

**Numbers.** With $c = 2.998\times10^{10}$ cm/s,

$$\omega = 2\pi c\,(403\ \mathrm{cm^{-1}}) = 7.591\times10^{13}\ \mathrm{rad/s}.$$

The relative atomic mass 32.06 gives $m = 5.324\times10^{-26}$ kg. Therefore

$$\langle u^2\rangle = \frac{1.0546\times10^{-34}\ \mathrm{J\,s}}{4\,(5.324\times10^{-26}\ \mathrm{kg})(7.591\times10^{13}\ \mathrm{s^{-1}})} = 6.524\times10^{-24}\ \mathrm{m^2} = 6.524\times10^{-4}\ \text{Å}^2 ,$$

$$u_{\rm rms} = 0.0255\ \text{Å} = 2.55\ \mathrm{pm},$$

which is 0.026 Å to two figures. The value lies close to the rounding edge: for a wavenumber above 404.3 cm$^{-1}$ it would round to 0.025 Å. The S–S distance fluctuates by twice as much, 0.051 Å.

The effective mass can be checked without being assumed. The Schrödinger equation was solved numerically for the two S atoms as separate particles of mass $m$, with Mo held at rest and the springs described in (a). The ground state gave 0.02554 Å for the rms value of $(z_{\rm top}-z_{\rm bottom})/2$, the same as the formula to the digits shown.

**Reading the result.** The quantum is $\hbar\omega = 49.97$ meV and the zero-point energy is half of it, 24.98 meV. The mean potential energy is $\tfrac12\mu\omega^2\sigma^2 = \hbar\omega/4 = 12.49$ meV, so the other half is kinetic. At fixed mass $u_{\rm rms}\propto\omega^{-1/2}$: a 1 % rise in the wavenumber lowers the displacement by 0.5 %. At fixed force constant $\omega\propto m^{-1/2}$, so $u_{\rm rms}\propto m^{-1/4}$, a weak dependence on isotope.

### (c) What the number means in a crystal

If all $N$ cells breathe in step with a common displacement $U$, the kinetic energy is $\tfrac12(2mN)\dot U^2$. The effective mass is $2mN$, and

$$\langle U^2\rangle = \frac{\hbar}{2(2mN)\omega} = \frac{1}{N}\,\frac{\hbar}{4m\omega} .$$

The single zone-centre phonon thus moves each S atom by $u_{\rm rms}/\sqrt N$. For 144 cells this is $0.0255/12 = 0.0021$ Å, and it vanishes for a large sheet.

The value 0.026 Å returns when all vibrations of this kind are counted. Let $u_j$ be the breathing coordinate of cell $j$, and suppose that the breathing motion couples to no other motion. There are then $N$ normal modes with real orthonormal patterns $v_k(j)$, and

$$u_j = \sum_k v_k(j)\,Q_k,\qquad T = \tfrac12(2m)\sum_k\dot Q_k^2,\qquad \langle Q_k^2\rangle = \frac{\hbar}{4m\omega_k} .$$

The ground state is a product of Gaussians, one for each $Q_k$, so $\langle Q_kQ_l\rangle=0$ for $k\neq l$. Hence

$$\langle u_j^2\rangle = \sum_k v_k(j)^2\,\frac{\hbar}{4m\omega_k} .$$

If the branch is flat, all $\omega_k=\omega$. The sum $\sum_k v_k(j)^2$ is 1, because the rows of an orthogonal matrix are normalized, and the result of (b) follows. For a flat branch without coupling to other motions, the 0.026 Å is therefore the zero-point spread of one cell's breathing coordinate, supplied by the whole branch.

A real branch is not flat. A triangular lattice of 144 cells was given nearest-neighbour coupling such that the frequency falls by 10 % from the zone centre to the K corner, an amount assumed for illustration. The spread rises by 3.5 % to 0.0264 Å. It rises because $\omega_k$ stands in the denominator, and it still rounds to 0.026 Å. Away from the zone centre the symmetry argument of (a) no longer applies in full, and the pattern can mix with other motions. That mixing is not included in the figures above, and in a spring model it is not negligible. Take the springs of (a) on the full lattice and add in-plane springs of 10 to 50 N/m between neighbouring atoms of the same plane, with equal stiffness in all three planes. These stiffnesses are assumed. They give an in-plane elastic constant $C_{11}$ of about 50 to 210 N/m, a range that contains the roughly 130 to 140 N/m reported for the monolayer. The zone-centre frequency stays at 403 cm$^{-1}$, but the spread of one cell's breathing coordinate becomes 0.030 to 0.028 Å, some 17 to 8 % above the value of (b). The size of this shift belongs to the model and changes with the choice of springs: with in-plane springs in the S planes alone it is 23 to 19 %. It suggests that for a real crystal 0.026 Å should be taken as an estimate of this spread, not as a value good to two figures.

### How far the model holds for the real material

The lattice constant of the monolayer is roughly 3.16 Å, and the S planes lie roughly 1.56 Å from the Mo plane. These values give a Mo–S bond of 2.40 Å, so the zero-point displacement is about 1 % of the bond length. Such a small ratio suggests that the harmonic approximation is good, and a Morse potential gives a size for the error. Take $V = D(1-e^{-au})^2$ with the same curvature at the minimum, $2Da^2 = 2m\omega^2$, and an assumed $a = 2.0\ \text{Å}^{-1}$. The numerical ground state then has a spread 0.20 % larger than the harmonic one, and its mean position moves outward by 0.002 Å. In this model anharmonicity does not affect the two figures asked for.

The result of (b) also assumes the ground state. At room temperature the oscillator is sometimes excited, and for an isolated cell the displacement is larger by some 16 %, as Variation 1 shows. In a crystal the rise can be larger, because the breathing coordinate of a cell also takes part in softer vibrations, which are more easily excited. The spring lattice of (c), with in-plane springs of 10 to 50 N/m, gives a rise of 54 to 30 % at 300 K. A substrate, strain or doping can shift the wavenumber, and the $\omega^{-1/2}$ law above converts such a shift into a change of displacement, provided the pattern stays the same.

## Variation 1: the same vibration at 300 K

*Find the rms displacement when the oscillator is in thermal equilibrium at 300 K.*

In any stationary state the mean of $(up+pu)/2$ is constant in time. For the harmonic oscillator its rate of change is $\langle p^2\rangle/\mu - \mu\omega^2\langle u^2\rangle$, so this difference vanishes and the mean kinetic and potential energies are equal. In level $n$ each is half of $(n+\tfrac12)\hbar\omega$:

$$\tfrac12(2m)\omega^2\langle u^2\rangle_n = \tfrac12\left(n+\tfrac12\right)\hbar\omega
\;\Rightarrow\; \langle u^2\rangle_n = \frac{\hbar}{2m\omega}\left(n+\tfrac12\right).$$

With $x = \hbar\omega/k_BT$ the partition function is a geometric series,

$$Z = \sum_{n=0}^\infty e^{-x(n+1/2)} = \frac{e^{-x/2}}{1-e^{-x}} = \frac{1}{2\sinh(x/2)},$$

and the thermal mean of $n+\tfrac12$ is $-d\ln Z/dx = \tfrac12\coth(x/2)$. Therefore

$$\langle u^2\rangle_T = \frac{\hbar}{4m\omega}\coth\frac{\hbar\omega}{2k_BT} .$$

At 300 K, $x = 1.933$ and the coth factor is 1.338. The rms displacement is $0.02554\sqrt{1.338} = 0.0295$ Å, which is 15.7 % above the zero-point value. The probability of finding the oscillator excited is $e^{-x} = 0.145$.

For $k_BT\ll\hbar\omega$ the factor tends to 1 and the zero-point result returns. For $k_BT\gg\hbar\omega$, $\coth(x/2)\to2/x$ and $\langle u^2\rangle_T\to k_BT/(2m\omega^2)$, the classical value without $\hbar$. At 300 K the classical formula would replace 1.338 by $2/1.933 = 1.035$, a mean square too small by 23 %. Room temperature is not yet classical for this mode.

## Variation 2: the mode in which both S atoms move together

*In the A$_2''$ optical vibration, at roughly 470 cm$^{-1}$, both S atoms move along $z$ by the same $w$ and Mo moves the opposite way. Find $w_{\rm rms}$ and the spread of a sulphur atom along $z$ that this mode and the A$_1'$ mode give together.*

The centre of mass stays at rest, so $2mw + Mz_{\rm Mo} = 0$ and $z_{\rm Mo} = -(2m/M)w$. The kinetic energy is

$$T = \tfrac12(2m)\dot w^2 + \tfrac12M\left(\frac{2m}{M}\right)^2\dot w^2 = \tfrac12\,\frac{2m(M+2m)}{M}\,\dot w^2 .$$

Using this effective mass in $\hbar/(2\mu\omega_2)$, where $\omega_2$ is the frequency of this mode,

$$\langle w^2\rangle = \frac{\hbar}{4m\omega_2}\,\frac{M}{M+2m} .$$

For very heavy Mo the last factor tends to 1, because then the S atoms alone move. Here, with relative mass 95.95 for Mo, it is $95.95/160.07 = 0.599$. Scaling from part (b),

$$\langle w^2\rangle = (6.524\times10^{-4}\ \text{Å}^2)\,\frac{403}{470}\,(0.599) = 3.35\times10^{-4}\ \text{Å}^2,\qquad w_{\rm rms} = 0.018\ \text{Å}.$$

The upper S atom is displaced by $u+w$. The two modes are independent and $\langle uw\rangle=0$, so the mean squares add:

$$\sqrt{6.52\times10^{-4}+3.35\times10^{-4}}\ \text{Å} = 0.031\ \text{Å}.$$

As in (b), this is a value per cell, with both branches taken as flat. It leaves out the acoustic vibrations and all in-plane motion. The acoustic part is not small: in the spring lattice of (c) the full zero-point spread of a sulphur atom along $z$ is 0.044 to 0.058 Å for unsupported periodic sheets of 100 to about 2000 cells, the larger values belonging to the softer springs, and it grows slowly with the size of the sheet. The 0.026 Å is thus the share that a flat, unmixed A$_1'$ branch has in the zero-point motion of a sulphur atom, not the whole of it. The main computed values are collected in the numerical output below.

## Computed values

```
A1' wavenumber (given): 403 cm^-1
relative atomic mass S: 32.06, Mo: 95.95
mass of one S atom: 5.3237e-26 kg
hbar: 1.0546e-34 J s
angular frequency: 7.5911e+13 rad/s
quantum hbar*omega: 49.97 meV
zero-point energy: 24.98 meV
force constant 2 m omega^2: 613.6 N/m
mean square u: 6.5238e-04 angstrom^2
u_rms, formula: 0.02554 angstrom
u_rms, formula: 2.55 pm
u_rms, two-particle grid: 0.02554 angstrom
rms change of S-S distance, grid: 0.0511 angstrom
mean potential energy, grid: 12.49 meV
rough lattice constant: 3.16 angstrom
rough S height above Mo plane: 1.56 angstrom
Mo-S bond length from these: 2.40 angstrom
u_rms / bond length: 1.06 %
A1' largest Mo component: 3e-15
A1' squared weight on each S: 0.5000
cells in lattice test: 144
u_rms from zone-centre phonon alone: 0.00213 angstrom
assumed frequency drop to K: 10 %
u_rms with this dispersion: 0.02644 angstrom
change by dispersion: 3.5 %
temperature: 300 K
hbar*omega / kT: 1.933
coth factor in mean square: 1.338
probability of being excited: 0.145
u_rms at this temperature: 0.0295 angstrom
change by temperature: 15.7 %
assumed Morse range parameter: 2.0 1/angstrom
change of spread, Morse: 0.20 %
shift of mean u, Morse: 0.0020 angstrom
rough A2'' wavenumber: 470 cm^-1
A2'' squared weight on each S: 0.2997
S rms from A2'' alone: 0.0183 angstrom
S rms along z, A1' and A2'': 0.0314 angstrom
```
